\section*{Comment on inferring exotic physics from a Planckian scattering rate}

\section{The argument under review}

The manuscript reports a metal whose resistivity is linear in temperature near 300 K. A Drude analysis gives a scattering rate close to $kT/\hbar$, where $k$ is Boltzmann's constant. The authors reason as follows: no conventional process scatters electrons so fast; a level broader than $kT$ is not a quasiparticle; hence the transport is exotic.

The data are not in dispute. The inference depends on what ordinary lattice vibrations would give at the same temperature, and on whether $\hbar/\tau<kT$ is really a condition for Drude transport. Both questions can be answered by calculation.

\section{Scattering by a thermally distorted lattice}

Let each site have a displacement $u_i$, spring constant $K$ and electron potential $V_i=Au_i$. The displacements are independent and, at high temperature, obey equipartition:
\begin{equation}
\tfrac12K\langle u_i^2\rangle=\tfrac12kT
\quad\Rightarrow\quad
\langle V^2\rangle=\frac{A^2kT}{K}.
\end{equation}
The lattice is treated as classical, and the energy it exchanges with the electron is neglected; this requires phonon energies small compared with $kT$.

For $N_s$ sites, the matrix element between plane waves has mean square $\langle V^2\rangle/N_s$. The number of final states per unit energy is $N_sN_0$, where $N_0$ is the density of states per spin and site. The factors $N_s$ cancel in the golden rule:
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}N_0\langle V^2\rangle
=2\pi\lambda\frac{kT}{\hbar},\qquad
\lambda=\frac{N_0A^2}{K}.
\label{classical}
\end{equation}
Pauli blocking does not alter this elastic rate, because $f(1-f')-f'(1-f)=f-f'$. Scattering is isotropic, so the current decays at the same rate.

The temperature comes from the mean-square disorder and $\hbar$ from the golden rule. The remaining factor is a dimensionless coupling, which does not contain the ionic mass. Nothing fixes $2\pi\lambda$ at one, but a coupling $\lambda=0.159$ suffices to make it so.

This was tested without the golden rule. A plane wave at the centre of a cubic tight-binding band was propagated through $32^3$ sites with frozen Gaussian displacements, for $\lambda=0.5$. At $kT=0.01$ and $0.02$ of the hopping energy, its probability decayed at $3.15$ and $3.13\,kT/\hbar$; equation (\ref{classical}) gives $3.14$. With only eight disorder samples, the agreement is meaningful to a few per cent, not to the last digit. One electron in classical disorder thus already decays faster than $kT/\hbar$.

\section{Quantum phonons and the current}

For phonons of frequency $\omega$, define the coupling spectrum by
\begin{equation}
\lambda=2\int_0^\infty\frac{d\omega}{\omega}\,\alpha^2F(\omega).
\end{equation}
This agrees with the previous definition. A local oscillator of mass $M$ has squared coupling $g^2=A^2\hbar/(2M\omega_0)$ and $\alpha^2F=(N_0g^2/\hbar)\delta(\omega-\omega_0)$, so $\lambda=2N_0g^2/(\hbar\omega_0)=N_0A^2/(M\omega_0^2)$, with $K=M\omega_0^2$.

Let $n$ be the Bose function, $f$ the Fermi function, and $f_\pm=f(\varepsilon\pm\hbar\omega)$, with $\varepsilon$ measured from the Fermi level. A small excess occupation decays through scattering out and through the blocking of scattering in:
\begin{align}
\Gamma(\varepsilon)&=2\pi\!\int\! d\omega\,\alpha^2F
\big[n(1-f_+)+(n+1)(1-f_-)\nonumber\\
&\hspace{27mm}+(n+1)f_++nf_-\big]\nonumber\\
&=2\pi\!\int\! d\omega\,\alpha^2F\,[2n+1+f_+-f_-].
\label{width}
\end{align}
At $\varepsilon=0$, $f_-=1-f_+$, and the bracket becomes $2n+2f_+=2/\sinh(\hbar\omega/kT)$. Therefore
\begin{equation}
\Gamma(0)=4\pi\int d\omega\,\frac{\alpha^2F(\omega)}{\sinh(\hbar\omega/kT)}
\longrightarrow2\pi\lambda\frac{kT}{\hbar}
\quad(kT\gg\hbar\omega).
\end{equation}

Resistivity needs the decay of current. The phonons are assumed to stay in equilibrium; if they drifted with the electrons, collisions that conserve the total momentum would not relax the current. Write the perturbed occupation as $f+f(1-f)\psi$. Detailed balance, $f(1-f')W=f'(1-f)W'$, reduces the linearised net flow between two states to $f(1-f')W(\psi-\psi')$. In a field, $\psi$ is proportional to $\cos\vartheta\,\phi(\varepsilon)$, with $\vartheta$ the angle to the field. Averaging over final directions leaves
\begin{equation}
\sum_{\rm final}W\frac{1-f'}{1-f}
\big[\phi(\varepsilon)-\cos\theta_s\,\phi(\varepsilon')\big]=1,
\label{boltz}
\end{equation}
where $\theta_s$ is the scattering angle.

Take $\phi=\tau$ as a trial solution, multiply by $f(1-f)$ and integrate over energy. The right side gives $\int f(1-f)\,d\varepsilon=kT$. For absorption,
\begin{equation}
\int d\varepsilon\,f(1-f_+)=(n+1)\int d\varepsilon\,(f-f_+)
=\hbar\omega(n+1).
\label{phase}
\end{equation}
Multiplication by the absorption factor $n$ gives $\hbar\omega\,n(n+1)$, and detailed balance makes emission contribute equally. With $\alpha^2_{\rm tr}F=\alpha^2F(1-\cos\theta_s)$, $x=\hbar\omega/2kT$ and $n(n+1)=1/(4\sinh^2x)$,
\begin{align}
\frac{kT}{\tau}&=4\pi\int d\omega\,\alpha^2_{\rm tr}F\,
\frac{\hbar\omega}{4\sinh^2x},\nonumber\\
\frac1\tau&=\frac{4\pi kT}{\hbar}\int\frac{d\omega}{\omega}\,
\alpha^2_{\rm tr}F\left(\frac{x}{\sinh x}\right)^2 .
\label{transport}
\end{align}
The second line uses $\hbar\omega/(4kT)=x^2kT/(\hbar\omega)$. At high temperature the coefficient is $2\pi\lambda_{\rm tr}$, where $\lambda_{\rm tr}$ is defined like $\lambda$ but from $\alpha^2_{\rm tr}F$.

\subsection*{A model with both temperature limits}

Let $u=\hbar\omega/k\theta\le1$, with $\theta$ the Debye temperature, and take $\alpha^2F=\lambda u^2$. Choose a linear phonon dispersion ending at wavevector $q=2k_F$, so that $1-\cos\theta_s=q^2/2k_F^2=2u^2$. Then $\alpha^2_{\rm tr}F=2\lambda u^4$ and $\lambda_{\rm tr}=4\lambda\int_0^1u^3du=\lambda$. Equation (\ref{transport}) becomes
\begin{equation}
\frac1\tau=2\pi\lambda\frac{kT}{\hbar}B,
\qquad B=4\int_0^1du\,u^3\left(\frac{x}{\sinh x}\right)^2,
\quad x=\frac{\theta u}{2T}.
\label{bg}
\end{equation}

For $T\gg\theta$, $(x/\sinh x)^2\simeq1-x^2/3$, hence
\begin{equation}
B\simeq1-\frac{\theta^2}{3T^2}\int_0^1u^5du
=1-\frac{\theta^2}{18T^2}.
\end{equation}
The small coefficient explains why the resistivity already looks linear near $\theta$. For $T\ll\theta$, put $y=\theta u/T$ and extend the upper limit to infinity:
\begin{align}
B&\simeq4\left(\frac T\theta\right)^4\int_0^\infty
\frac{y^5\,dy}{4\sinh^2(y/2)}\nonumber\\
&=4\left(\frac T\theta\right)^4\sum_{m=1}^\infty
m\,\frac{5!}{m^6}
=480\,\zeta(5)\left(\frac T\theta\right)^4 .
\end{align}
Here $1/[4\sinh^2(y/2)]=\sum_m m e^{-my}$ was used. The rate falls as $T^5$ when the phonons freeze out.

\section{Copper and lead at 300 K}

Rough typical inputs are $\lambda=0.13$, $\theta=340$ K for copper and $\lambda=1.5$, $\theta=100$ K for lead. At 300 K, $kT/\hbar=3.93\times10^{13}\,{\rm s}^{-1}$. Equation (\ref{bg}) gives
\begin{align}
{\rm Cu:}\quad&0.817\times0.932=0.76,
&1/\tau&=2.99\times10^{13}\,{\rm s}^{-1},\nonumber\\
{\rm Pb:}\quad&9.425\times0.994=9.37,
&1/\tau&=3.68\times10^{14}\,{\rm s}^{-1},
\end{align}
where the products are in units of $kT/\hbar$. Call a rate near $kT/\hbar$ Planckian. Phonons then make copper Planckian and give lead a rate about nine times that scale.

A numerical solution of (\ref{boltz}) on an energy grid, with $\phi$ free to vary, gives $0.759$ and $9.383\,kT/\hbar$. Multiplied by $f(1-f)$, the left side of (\ref{boltz}) is a symmetric, positive operator $L$ acting on $\phi$, and the exact solution obeys $L\phi=f(1-f)$. The Cauchy--Schwarz inequality $\langle1,L\phi\rangle^2\le\langle1,L1\rangle\langle\phi,L\phi\rangle$ then reads $(kT)^2\le(kT/\tau)\int f(1-f)\phi\,d\varepsilon$, with $\tau$ the trial time. The true mean time $\int f(1-f)\phi\,d\varepsilon/kT$ is therefore at least $\tau$. The trial rate cannot lie below the true one, so the slightly higher grid value for lead is numerical. With 24 grid steps per Debye energy, the leading trapezoidal error of $\int_0^1 4u^3du$ is $12/(12\times24^2)=0.17\%$, which accounts for it. The copper value carries a bias of the same kind; the converged rates are $0.758$ and $9.367\,kT/\hbar$.

The Drude relation is $\rho=1/(\varepsilon_0\Omega_p^2\tau)$, where $\Omega_p^2=ne^2/(\varepsilon_0m_b)$ contains the carrier density $n$ and band mass $m_b$. With a rough $\hbar\Omega_p=9$ eV for both metals, $\rho=1.8$ and $22\,\mu\Omega\,$cm. A round Fermi velocity of $10^6$ m/s gives mean free paths of 33 and 2.7 nm.

Measured room-temperature resistivities are roughly 2 and $20\,\mu\Omega\,$cm, so the model has the right size; with rough inputs, closer agreement would mean little. Real Fermi surfaces are anisotropic and $\lambda_{\rm tr}$ differs from $\lambda$; a 10\% change in $\lambda_{\rm tr}$ moves the high-temperature resistivity by 10\%. Lattice softening changes $\lambda\propto1/\omega^2$ by about $2\gamma\alpha_V\Delta T$, with $\gamma$ the Gr\"uneisen parameter and $\alpha_V$ the volume expansion coefficient. Rough values $\gamma=2$, $\alpha_V=5\times10^{-5}\,{\rm K}^{-1}$ for copper and $3$, $9\times10^{-5}\,{\rm K}^{-1}$ for lead give 6\% and 16\% between zero and 300 K; these are upper estimates, because $\alpha_V$ falls on cooling. The phase-space scale for electron--electron scattering, $(\pi kT)^2/(\hbar E_F)$, is $0.04$ and $0.03\,kT/\hbar$ for Fermi energies $E_F=7$ and 10 eV. In a copper wire about 33 nm wide, diffuse boundary scattering adds a rate of order $v_F/d$, comparable with the phonon rate, and can roughly double the resistivity.

\section{Which mass defines the rate?}

Resistivity determines $m/\tau$, not $\tau$ alone. If the low-temperature dressed mass $(1+\lambda)m_b$ replaces $m_b$, the quoted rate is divided by $1+\lambda$. It becomes $0.67\,kT/\hbar$ for copper and $9.37/2.5=3.7\,kT/\hbar$ for lead. In this convention lead is about four times Planckian rather than nine.

The dressed mass is not the mass at 300 K. Let $\Sigma$ be the self-energy, with ${\rm Im}\,\Sigma=-\hbar\Gamma/2$. The Kramers--Kronig relation gives
\begin{equation}
-\left.\frac{\partial\,{\rm Re}\,\Sigma}{\partial\varepsilon}\right|_0
=\frac{\hbar}{2\pi}\,{\rm P}\!\int\frac{ds}{s}\,\Gamma'(s).
\end{equation}
With $g=-\partial f/\partial\varepsilon$, equation (\ref{width}) gives $\Gamma'(s)=2\pi\int d\omega\,\alpha^2F\,[g(s-\hbar\omega)-g(s+\hbar\omega)]$. Shifting the integration variable in each term, and using $g(y)=g(-y)$, shows that the two terms are equal:
\begin{equation}
-\left.\frac{\partial\,{\rm Re}\,\Sigma}{\partial\varepsilon}\right|_0
=2\hbar\int d\omega\,\alpha^2F\;
{\rm P}\!\int dy\,\frac{g(y)}{\hbar\omega-y}.
\end{equation}
At zero temperature $g$ is a delta function and the result is $\lambda$. When $kT\gg\hbar\omega$, the inner integral is odd in $\hbar\omega$ and of order $\hbar\omega/(kT)^2$, so the enhancement falls as $T^{-2}$. At 300 K it is $0.030$ for copper and $0.035$ for lead. The band mass is therefore the consistent choice here to within a few per cent.

\section{A width above $kT$ does not invalidate Drude transport}

For lead, $\Delta=\hbar/\tau=0.24$ eV while $kT=0.026$ eV. Whether this matters can be checked with the Kubo formula for isotropic, quasi-elastic scattering, where vertex corrections vanish. Let $\xi$ be the band energy from the Fermi level and
\begin{equation}
A(\xi,\varepsilon)=\frac1\pi
\frac{\Delta/2}{(\xi-\varepsilon)^2+\Delta^2/4}.
\end{equation}
In a parabolic band the density of states times squared velocity varies as $(E_F+\xi)^{3/2}$. At fixed chemical potential, and with $\Delta$ taken as independent of energy,
\begin{equation}
\frac{\sigma}{\sigma_{\rm Drude}}=\pi\Delta
\int d\varepsilon\,g(\varepsilon)\int_{-E_F}^{\infty}d\xi
\left(1+\frac{\xi}{E_F}\right)^{3/2}A^2 .
\label{kubo}
\end{equation}
A slope in ${\rm Re}\,\Sigma(\varepsilon)$ merely shifts the centre of $A$ in $\xi$, so it drops out when the band factor is constant. Since $\int A^2d\xi=1/(\pi\Delta)$, the ratio is then one whatever the value of $\Delta/kT$.

Within this formula, the leading change comes from the curvature of the band factor. The mean of $(\xi-\varepsilon)^2$ weighted by $A^2$ is $\Delta^2/4$, and the thermal mean of $\varepsilon^2$ is $\pi^2k^2T^2/3$, so
\begin{equation}
\frac{\sigma}{\sigma_{\rm Drude}}-1\simeq
\frac{3}{8E_F^2}\left(\frac{\Delta^2}{4}
+\frac{\pi^2k^2T^2}{3}\right).
\end{equation}
For lead this is $6\times10^{-5}$, and the direct integral (\ref{kubo}) exceeds one by the same amount. With $\Delta=E_F=10$ eV the integral exceeds one by 9\%. These excesses are measured against the Drude value at the unperturbed density. The thermal term is the rise in carrier density at fixed chemical potential. If the self-energy is found self-consistently in the Born approximation for uncorrelated disorder, the broadening term, the 9\% included, is likewise matched by a rise in density, and at fixed density the integral returns the Drude value. What fails at $\Delta\sim E_F$ is the neglect of interference between scattering events, since the mean free path $l$ is then only $2/k_F$. Those terms are not computed here. Their small parameter is $1/(k_Fl)=\Delta/2E_F$, about $0.012$ for lead, so they can exceed $6\times10^{-5}$ while remaining small. For a parabolic band the expected condition is therefore $\hbar/\tau\ll E_F$, not $\hbar/\tau<kT$. In other bands it is sufficient, within the same formula, that $\hbar/\tau$ be small compared with the energy over which the density of states times squared velocity varies; near a band edge that energy can be much less than $E_F$.

\section{Momentum relaxation is not thermalisation}

The manuscript also treats its rate as a speed of equilibration. Suppose the electrons are at temperature $T_e$ and the lattice at $T_L$, with Bose functions $n_e$ and $n_L$. By (\ref{phase}), emission and absorption have electronic phase-space factors $\hbar\omega n_e$ and $\hbar\omega(n_e+1)$. Their net weight is
\begin{equation}
\hbar\omega\,[n_e(n_L+1)-(n_e+1)n_L]=\hbar\omega(n_e-n_L).
\end{equation}
Each event transfers $\hbar\omega$. At high temperature $n_e-n_L\simeq k(T_e-T_L)/\hbar\omega$, so the power per unit density of states is
\begin{align}
P&=2\pi\int d\omega\,\alpha^2F\,(\hbar\omega)^2(n_e-n_L)\nonumber\\
&\simeq\pi\hbar\lambda\langle\omega^2\rangle k(T_e-T_L),
\quad
\langle\omega^2\rangle=\frac2\lambda\int d\omega\,\omega\,\alpha^2F .
\end{align}
Division by the electronic heat capacity in the same normalisation, $\pi^2k^2T/3$, gives the cooling rate
\begin{equation}
\gamma_E=\frac{3\hbar\lambda\langle\omega^2\rangle}{\pi kT}.
\end{equation}
In the model $\langle\omega^2\rangle=(k\theta/\hbar)^2/2$. The full collision integral gives $0.074\,kT/\hbar$ for copper and $0.079\,kT/\hbar$ for lead; the high-temperature formula gives $0.080$ for both. They nearly coincide because the chosen inputs have almost equal $\lambda\theta^2$. These values assume that the electrons keep a Fermi distribution at $T_e$, which the slower electron--electron scale does not guarantee; with phonon collisions alone the mean relaxation rates are $0.071$ and $0.075\,kT/\hbar$. In lead, momentum relaxes more than a hundred times faster than energy passes to the lattice. A fast resistive rate therefore does not establish fast thermalisation.

\section{What the manuscript would need to show}

The conclusion does not follow from the coefficient. Nor does phonon scattering of the right size prove that phonons are responsible: the coefficient alone does not identify the mechanism.

Temperature dependence discriminates better. At $T=\theta/10$ the trial rate (\ref{bg}) is $0.038\,kT/\hbar$ for copper at 34 K and $0.44\,kT/\hbar$ for lead at 10 K. It is an upper bound, and at this temperature not a tight one: the full solution of (\ref{boltz}) gives $0.029$ and $0.34\,kT/\hbar$. All of these lie far below the linear extrapolations of 0.82 and 9.4. A linear rate with unchanged slope far below the energies of all modes that can relax the current would call for another explanation. The relevant energy may lie below the Debye energy: a single small Fermi pocket restricts phonons to $q\le2k_F$, and soft modes extend the classical regime downwards.

I ask the authors to state the mass used, to compare their coefficient with $2\pi\lambda_{\rm tr}$ for their material, and to extend the analysis below its phonon scale. The numerical output below lists the inputs and rates for both metals.

\section*{Computed results}
\begin{verbatim}
frozen lattice: lambda = 0.5, 2 pi lambda = 3.142
frozen lattice: states per spin, site, hopping = 0.1427
frozen lattice: kT = 0.01 hopping, rate = 3.15 kT/hbar
frozen lattice: kT = 0.02 hopping, rate = 3.13 kT/hbar
temperature = 300 K, kT = 0.02585 eV
kT/hbar = 3.928e+13 1/s
lambda for a rate of exactly kT/hbar = 0.159
both: plasma energy = 9.0 eV, speed = 1.0e+06 m/s
Cu: lambda = 0.13, theta = 340 K, EF = 7.0 eV
Cu: 2 pi lambda = 0.817, B = 0.9319
Cu: transport rate = 0.761 kT/hbar = 2.990e+13 1/s
Cu: full Boltzmann rate = 0.759 kT/hbar
Cu: Fermi-level rate = 0.737 kT/hbar
Cu: rate using low-T mass = 0.674 kT/hbar
Cu: hbar/tau = 0.0197 eV, over EF = 0.0028
Cu: mean free path = 33.45 nm
Cu: resistivity = 1.81 microohm cm
Cu: rate at 34 K = 0.0380 kT/hbar
Cu: energy relaxation = 0.0743 kT/hbar (classical formula 0.0797)
Cu: mass enhancement left at 300 K = 0.0304
Cu: Kubo/Drude - 1 = 1.7e-05
Cu: Grueneisen = 2.0, expansion = 5e-05 1/K
Cu: softening raises lambda by about 6 %
Cu: electron-electron scale = 0.036 kT/hbar
Pb: lambda = 1.5, theta = 100 K, EF = 10.0 eV
Pb: 2 pi lambda = 9.425, B = 0.9939
Pb: transport rate = 9.367 kT/hbar = 3.679e+14 1/s
Pb: full Boltzmann rate = 9.383 kT/hbar
Pb: Fermi-level rate = 9.338 kT/hbar
Pb: rate using low-T mass = 3.747 kT/hbar
Pb: hbar/tau = 0.2422 eV, over EF = 0.0242
Pb: mean free path = 2.72 nm
Pb: resistivity = 22.22 microohm cm
Pb: rate at 10 K = 0.4387 kT/hbar
Pb: energy relaxation = 0.0791 kT/hbar (classical formula 0.0796)
Pb: mass enhancement left at 300 K = 0.0350
Pb: Kubo/Drude - 1 = 6.3e-05
Pb: Grueneisen = 3.0, expansion = 9e-05 1/K
Pb: softening raises lambda by about 16 %
Pb: electron-electron scale = 0.026 kT/hbar
width equal to EF: Kubo/Drude - 1 = 0.090
rate ratio Pb/Cu = 12.3
\end{verbatim}
